\section*{Moriya's Rules and the Exchange Matrix of an Edge-Sharing Honeycomb Bond}

\section{Two spins in a crystal}

Two magnetic ions $A$ and $B$ exchange electrons through the ligands between them. Spin-orbit coupling ties the spins to the lattice, so their energy can depend on their directions relative to the bond as well as on the angle between them. A bilinear coupling then has nine constants. The symmetry of the bond decides which of them may be nonzero and which are equal.

Write the coupling as
\begin{equation}
H=\sum_{ij}S_A^iM_{ij}S_B^j=\mathbf S_A^{T}M\,\mathbf S_B .
\label{eq:H}
\end{equation}
Operators on different ions commute, so each product $S_A^iS_B^j$ is Hermitian and $M$ is real. For spin $\tfrac12$, the most general pair Hamiltonian contains a constant, terms linear in one spin, and these nine products. Time reversal changes the sign of both spins and removes the linear terms. For larger spins, single-ion and higher-order terms can be present; what follows then concerns the bilinear part.

Split $M=M^s+M^a$ into symmetric and antisymmetric parts and define
\begin{equation}
D_k=\tfrac12\sum_{ij}\epsilon_{kij}M_{ij},\qquad
M^a_{ij}=\sum_k\epsilon_{ijk}D_k .
\label{eq:D}
\end{equation}
The antisymmetric energy is $\sum_{ijk}\epsilon_{ijk}D_kS_A^iS_B^j=\mathbf D\cdot(\mathbf S_A\times\mathbf S_B)$, where $\mathbf D$ is the Dzyaloshinskii--Moriya vector. Listing the ions in the opposite order replaces $M$ by $M^T$ and $\mathbf D$ by $-\mathbf D$, so a program must store the direction of each bond.

\section{How a bond operation acts on $M$}

Let a symmetry operation have the orthogonal matrix $O$ in space. Spin is an axial vector, so it transforms with
\begin{equation}
R=(\det O)\,O,\qquad \det R=1 .
\end{equation}
Inversion gives $R=1$. A mirror with unit normal $\mathbf n$ has $O=1-2\mathbf n\mathbf n^T$ and $\det O=-1$, hence $R=2\mathbf n\mathbf n^T-1$, the half-turn about $\mathbf n$.

The operation carries the spin at site $P$ to site $gP$: $\mathbf S'_{gP}=R\mathbf S_P$. Invariance means that $H$ has the same value for the primed spins. If both sites stay in place,
\begin{equation}
(R\mathbf S_A)^TM(R\mathbf S_B)=\mathbf S_A^TR^TMR\,\mathbf S_B
\quad\Rightarrow\quad M=RMR^T .
\label{eq:fixed}
\end{equation}
If the sites are exchanged, $\mathbf S'_A=R\mathbf S_B$ and $\mathbf S'_B=R\mathbf S_A$. Reordering the commuting spin components gives
\begin{equation}
(R\mathbf S_B)^TM(R\mathbf S_A)=\mathbf S_A^TR^TM^TR\,\mathbf S_B
\quad\Rightarrow\quad M=RM^TR^T .
\label{eq:swap}
\end{equation}

The symmetric part obeys $M^s=RM^sR^T$ in both cases. For the antisymmetric part, use $\mathbf v^TM^a\mathbf w=\mathbf D\cdot(\mathbf v\times\mathbf w)$ with arbitrary vectors $\mathbf v,\mathbf w$. Since $R$ is a proper rotation,
\begin{align}
\mathbf v^TRM^aR^T\mathbf w
&=\mathbf D\cdot(R^T\mathbf v\times R^T\mathbf w)
=\mathbf D\cdot R^T(\mathbf v\times\mathbf w)\nonumber\\
&=(R\mathbf D)\cdot(\mathbf v\times\mathbf w).
\end{align}
Thus $RM^aR^T$ belongs to the vector $R\mathbf D$. The transpose in \eqref{eq:swap} adds a minus sign:
\begin{equation}
\mathbf D=R\mathbf D\ \text{(sites fixed)},\qquad
\mathbf D=-R\mathbf D\ \text{(sites exchanged)}.
\label{eq:Dlaw}
\end{equation}

A primed operation of a magnetic group combines a spatial operation with time reversal. The two extra signs cancel in \eqref{eq:H}, so it imposes the same condition as its unprimed partner. The group to use is that of the spin Hamiltonian without field or magnetic order. The smaller group of an ordered state can miss constraints on $M$.

Equation \eqref{eq:Dlaw} also presumes a common spin frame. With local frames $\mathbf S_A=Q_A\tilde{\mathbf S}_A$ and $\mathbf S_B=Q_B\tilde{\mathbf S}_B$, the matrix becomes $\tilde M=Q_A^TMQ_B$. If $Q_A\ne Q_B$, this can mix the symmetric and antisymmetric parts. Pseudospins need the same care: their basis must transform as a spin under the bond operations.

\section{The five rules}

A half-turn about $\mathbf n$ acts as $R\mathbf D=2\mathbf n(\mathbf n\cdot\mathbf D)-\mathbf D$. Substitution in \eqref{eq:Dlaw} gives
\begin{align}
\mathbf D=R\mathbf D&\Rightarrow \mathbf D=\mathbf n(\mathbf n\cdot\mathbf D)
\Rightarrow\mathbf D\parallel\mathbf n,\label{eq:par}\\
\mathbf D=-R\mathbf D&\Rightarrow 2\mathbf n(\mathbf n\cdot\mathbf D)=0
\Rightarrow\mathbf D\perp\mathbf n.\label{eq:perp}
\end{align}
Let $C$ be the midpoint of $AB$. Moriya's rules follow.
\begin{enumerate}
\item An inversion centre at $C$ exchanges the sites and has $R=1$. Then $\mathbf D=-\mathbf D$, so $\mathbf D=0$.
\item A mirror through $C$ perpendicular to $AB$ exchanges the sites, and its normal is along $AB$. By \eqref{eq:perp}, $\mathbf D\perp AB$.
\item A mirror containing $A$ and $B$ fixes the sites. By \eqref{eq:par}, $\mathbf D$ is along the normal, perpendicular to the mirror.
\item A twofold axis through $C$ perpendicular to $AB$ exchanges the sites. By \eqref{eq:perp}, $\mathbf D$ is perpendicular to the axis.
\item An $n$-fold axis along $AB$, $n\ge2$, fixes the sites. It turns any component of $\mathbf D$ perpendicular to $AB$ through $2\pi/n$, so that component must vanish and $\mathbf D\parallel AB$.
\end{enumerate}

These are permissions, not predictions of size. When several operations are present, $\mathbf D$ must satisfy all their conditions. Two different mirrors containing $AB$ require $\mathbf D$ to lie along two different normals, hence $\mathbf D=0$. If the mirrors are perpendicular, their product is a twofold axis along $AB$, which by itself would allow $\mathbf D\parallel AB$.

Without spin-orbit coupling, the spins can be rotated independently of the lattice, and the spin group contains every proper $R$ with the sites fixed. Half-turns about $z$ and $x$ in \eqref{eq:fixed} remove all off-diagonal elements of $M$. A threefold rotation that permutes the axes makes the diagonal elements equal. Therefore $M=J\,1$ and $\mathbf D=0$, whatever the shape of the bond. This presumes that each ion has a single low-lying orbital state, so that \eqref{eq:H} describes the pair; with orbital degeneracy the low-energy Hamiltonian also contains orbital operators.

\section{The edge-sharing $Z$ bond}

Use the cubic axes of the undistorted octahedra and take the metal--ligand distance as the unit of length. Place the ions at $A=(0,0,0)$ and $B=(1,-1,0)$. They share the ligands $(1,0,0)$ and $(0,-1,0)$. The honeycomb plane is normal to $[111]$, and the bond lies along $\mathbf u=(1,-1,0)/\sqrt2$.

Two operations generate the bond group $C_{2h}$. One is inversion through $C$. The other is the half-turn about the bond,
\begin{equation}
(x,y,z)\to(-y,-x,-z),\qquad
R_u=\begin{pmatrix}0&-1&0\\-1&0&0\\0&0&-1\end{pmatrix}.
\end{equation}
The half-turn exchanges the shared ligands. It also exchanges the other two metal neighbours of $A$, at $(0,1,-1)$ and $(-1,0,1)$. Inversion carries these to the neighbours of $B$. A uniform trigonal strain along $[111]$ preserves both operations, because each maps that axis onto itself.

Inversion gives $M=M^T$ through \eqref{eq:swap}, leaving six constants. For the half-turn, $(R_uMR_u^T)_{xx}=M_{yy}$ and $(R_uMR_u^T)_{xz}=M_{yz}$. Its $xy$ element is $M_{yx}$, which already equals $M_{xy}$, and its $zz$ element is unchanged. The independent conditions are $M_{xx}=M_{yy}$ and $M_{xz}=M_{yz}$. With $J=M_{xx}$, $K=M_{zz}-M_{xx}$, $\Gamma=M_{xy}$ and $\Gamma'=M_{xz}$,
\begin{equation}
M_Z=\begin{pmatrix}J&\Gamma&\Gamma'\\ \Gamma&J&\Gamma'\\
\Gamma'&\Gamma'&J+K\end{pmatrix}.
\label{eq:MZ}
\end{equation}
Conversely, every real matrix of this form satisfies both generating conditions. Symmetry therefore leaves four independent constants.

An isolated pair of ideal octahedra, with its ten ligands, has the larger group $D_{2h}$. It includes the half-turn about $z$ through $C$, which exchanges the ions and has $R=\mathrm{diag}(-1,-1,1)$. Equation \eqref{eq:swap} gives $M_{xz}=-M_{zx}$. Together with $M=M^T$, this forces $\Gamma'=0$. The same half-turn moves $[111]$ to $[\bar1\bar11]$, so it is not a symmetry of the honeycomb plane. Thus $\Gamma'$ is allowed in the lattice even when the octahedra are ideal; symmetry does not say how large it is.

The threefold rotation about $[111]$ takes $x\to y\to z\to x$ and carries the $Z$ bond to the $X$ bond. Moving the indices accordingly gives
\begin{equation}
M_X=\begin{pmatrix}J+K&\Gamma'&\Gamma'\\ \Gamma'&J&\Gamma\\
\Gamma'&\Gamma&J\end{pmatrix},\quad
M_Y=\begin{pmatrix}J&\Gamma'&\Gamma\\ \Gamma'&J+K&\Gamma'\\
\Gamma&\Gamma'&J\end{pmatrix}.
\end{equation}
These matrices require the threefold axis. If it is lost while the $Z$ bond keeps $C_{2h}$, \eqref{eq:MZ} survives for that bond. An $X$ or $Y$ bond left with inversion alone can have six constants.

If the $Z$ bond loses inversion but keeps its twofold axis, rule 5 adds a fifth constant $d$ through $\mathbf D=d\,\mathbf u$. By \eqref{eq:D}, the elements $M_{xz}=M_{yz}$ become $\Gamma'+d/\sqrt2$, while $M_{zx}=M_{zy}$ become $\Gamma'-d/\sqrt2$.

For other bonds, the count can be automated. Flatten $M$ row by row into a nine-component vector $\mathbf m$, and let $P$ perform transposition. Each operation gives
\begin{equation}
(R\otimes R-1)\mathbf m=0\quad\text{or}\quad
[(R\otimes R)P-1]\mathbf m=0,
\end{equation}
for fixed or exchanged sites. Stack these equations; their null space contains the allowed matrices.

\section{Principal values and pair levels}

Multiplying \eqref{eq:MZ} by $\mathbf u$ gives $M_Z\mathbf u=(J-\Gamma)\mathbf u$, so the bond is a principal axis. In the remaining basis $(1,1,0)/\sqrt2$ and $(0,0,1)$, the matrix is
\begin{equation}
\begin{pmatrix}J+\Gamma&\sqrt2\,\Gamma'\\
\sqrt2\,\Gamma'&J+K\end{pmatrix}.
\end{equation}
Half its trace and half the difference of its diagonal elements give the three principal values
\begin{equation}
m_1=J-\Gamma,\qquad
m_{2,3}=\frac{2J+K+\Gamma}{2}\pm
\sqrt{\left(\frac{\Gamma-K}{2}\right)^2+2\Gamma'^2}.
\label{eq:principal}
\end{equation}

For spin $\tfrac12$, rotate both spins to the principal axes, where $H=\sum_i m_iS_A^iS_B^i$. In the singlet each product $S_A^iS_B^i$ equals $-\tfrac14$. The triplet state with zero total spin component along axis $i$ has $-\tfrac14$ for that axis and $+\tfrac14$ for the other two. With $m=m_1+m_2+m_3$,
\begin{equation}
E_s=-\frac m4,\qquad E_i=\frac m4-\frac{m_i}{2}.
\label{eq:levels}
\end{equation}

\section{A microscopic example}

The rules can be compared with a model in which they are not imposed. Each ion has one hole in the orbitals $yz,zx,xy$. Electronvolts suit the model parameters and millielectronvolts the exchange constants. The hole has spin-orbit energy $\lambda\,\mathbf l\cdot\mathbf s$, where $(l_k)_{ab}=-i\epsilon_{kab}$ and $\lambda=0.4$ eV. Its lowest ionic doublet is
\begin{equation}
|\chi\rangle_{1/2}=\frac1{\sqrt3}\sum_k|k\rangle\,\sigma_k|\chi\rangle,
\end{equation}
with $k=x,y,z$ labelling $yz,zx,xy$. Under cubic rotations these orbitals turn as a vector, up to a common sign, so the contraction with $\sigma_k$ makes the doublet turn as the spinor $\chi$.

Let $q_a(\mathbf r)=yz,zx,xy$ and $\mathbf g_a=\nabla q_a$, both evaluated at a unit vector $\mathbf e$ from an ion to its partner at distance $r$. The hopping amplitudes to a ligand orbital $p_c$ and directly between ions are
\begin{align}
V_{ac}&=r^{-7/2}\left[\sqrt3V_\sigma q_ae_c+V_\pi(g_{a,c}-2q_ae_c)\right],\\
W_{ab}&=(\sqrt2/r)^5\left[3W_\sigma q_aq_b+W_\pi(\mathbf g_a\cdot\mathbf g_b-4q_aq_b)\right].
\end{align}
These are the two-centre $\sigma$ and $\pi$ terms; the $dd\delta$ part of the direct hopping is set to zero. Here $V_\sigma=-1.0$, $V_\pi=0.5$, $W_\sigma=-0.1$ and $W_\pi=0.05$ eV. Every ligand couples to both ions. Eliminating ligand orbitals at $\Delta=4$ eV to second order gives the orbital matrix $-VV^T/\Delta$, with $-W$ added between the ions. The Coulomb energy is $U=3$ eV within an orbital and $U-2J_H$ between orbitals, with exchange and pair hopping $J_H=0.5$ eV.

All 66 two-hole states are diagonalized. Let $F$ hold the overlaps of the four product doublets with the four lowest eigenvectors. From $F=X\Sigma Y^\dagger$, the unitary matrix $XY^\dagger$ carries the four energies to an effective Hamiltonian $H_{\rm eff}$ in the pseudospin basis. Since $H$ contains $\tfrac14M_{ij}\sigma_i\otimes\sigma_j$ and the trace of the square of each such product matrix is 4, $M_{ij}=\mathrm{Tr}(H_{\rm eff}\,\sigma_i\otimes\sigma_j)$.

For the five rules, ions at $x=\pm0.7$ are joined by ligands at $(0.2,0.7,0.35)$ and $(-0.3,0.3,0.85)$, together with their images under the chosen operation. For the threefold axis the whole cluster is turned to put the bond along $[111]$, a threefold axis of the orbital set. The components along the bond and two perpendicular axes are as follows.
\begin{center}
\begin{tabular}{lrrr}
Operation & $D_1$ & $D_2$ & $D_3$ (meV)\\
None & 0.08 & 0.15 & 0.08\\
Inversion & 0 & 0 & 0\\
Mirror $\perp AB$ & 0 & 0.20 & 2.16\\
Mirror containing $AB$, normal 3 & 0 & 0 & 1.59\\
Twofold axis 3 & 0.42 & 1.95 & 0\\
Twofold axis $AB$ & 1.94 & 0 & 0\\
Threefold axis $AB$ & $-0.16$ & 0 & 0
\end{tabular}
\end{center}
Moving the second ligand to $(-0.3,-0.4,0.8)$ makes the two ligand directions perpendicular when viewed along the bond. The twofold images then give the atomic positions two mirrors containing $AB$, and the calculated $\mathbf D$ vanishes. These mirrors are not cubic operations. They mix $yz$ with $y^2-z^2$, so they are not symmetries of the three-orbital model, and the zero needs its own argument. Let $\mathbf n=(0,\cos\theta,\sin\theta)$ be the direction of the first ligand seen along the bond and $\mathbf n'=(0,-\sin\theta,\cos\theta)$ that of the second. The twofold axis decouples $yz$ from $zx$ and $xy$. For a ligand in the plane of $x$ and $\mathbf n$, the orbital $x(\mathbf n'\cdot\mathbf r)$ has $q=0$ and $\mathbf g\parallel\mathbf n'$, while the amplitudes of $x(\mathbf n\cdot\mathbf r)$ lie in that plane, so $VV^T$ does not connect the two. The same holds with $\mathbf n$ and $\mathbf n'$ interchanged, and $W$ is a multiple of the unit matrix on this pair. In the labels $k$ the orbitals $x(\mathbf n\cdot\mathbf r)$ and $x(\mathbf n'\cdot\mathbf r)$ are, in that order, the vectors $(0,\sin\theta,\cos\theta)$ and $(0,\cos\theta,-\sin\theta)$. The spin-orbit and Coulomb terms are unchanged by a joint rotation of orbital label and spin, so half-turns about these two vectors are symmetries of the model with the sites fixed. By \eqref{eq:par}, $\mathbf D$ would have to lie along both, hence $\mathbf D=0$.

For the edge-sharing pair, a strain $\delta$ multiplies lengths along $[111]$ by $1+\delta$. The exchange constants in meV are
\begin{center}
\begin{tabular}{rrrrr}
$\delta$ & $J$ & $K$ & $\Gamma$ & $\Gamma'$\\
$0$ & 0.152 & $-0.536$ & 0.914 & 0\\
$-0.02$ & 0.138 & $-0.782$ & 0.856 & 0.021\\
$-0.05$ & 0.116 & $-1.153$ & 0.734 & 0.067\\
$+0.05$ & 0.191 & 0.044 & 0.992 & $-0.022$
\end{tabular}
\end{center}
At $\delta=-0.05$, $K=-42.4$ and $\Gamma=27.0$ microhartree. The sign of $K$ is not fixed by symmetry: it changes within this strain range. Near zero strain $\Gamma'$ is tested to grow linearly, but its unequal magnitudes at $\delta=\pm0.05$ show that higher-order terms already matter there.

At $\delta=-0.05$, \eqref{eq:principal} gives $m_1=0.116-0.734=-0.618$ meV. The other values have mean $(0.232-1.153+0.734)/2=-0.094$ meV and half-splitting $\sqrt{0.943^2+2(0.067)^2}=0.948$ meV. Hence $m_2=0.854$ and $m_3=-1.042$ meV. Their sum with $m_1$ is $-0.806$ meV, so \eqref{eq:levels}, evaluated with the unrounded constants, gives $E_s=0.2015$ meV and triplet energies $0.1074$, $-0.6285$ and $0.3197$ meV. These agree with the four lowest levels of the 66-state calculation, measured from their mean. Since $H_{\rm eff}$ is built from those levels, the agreement checks the bilinear form of $H_{\rm eff}$ and Eqs.~\eqref{eq:principal} and \eqref{eq:levels}, not the model itself.

Finally, shift the shared ligands by $0.05$ along the bond. Without strain, the plane $z=0$ remains a mirror of the isolated pair, containing $AB$. Rule 3 demands $\mathbf D\parallel z$, whereas the twofold axis demands $\mathbf D\parallel AB$, so $\mathbf D=0$. This zero belongs to the isolated pair: the reflection moves $[111]$ to $[11\bar1]$, so it is not a symmetry of the honeycomb plane, and in the lattice $\mathbf D\parallel\mathbf u$ is allowed even without strain. With $\delta=-0.05$ that mirror is lost and the calculation gives $\mathbf D=0.0027\,\mathbf u$ meV. This is the fifth constant allowed by symmetry, though in this model it is small compared with $\Gamma'$. The numerical check also covers the transformation laws and the $X$ and $Y$ matrices.

\section*{Computed results}
\begin{verbatim}
U, JH, LAM, DELTA = 3.0 0.5 0.4 4.0 eV
pd sigma, pd pi = -1.0 0.5 eV
dd sigma, dd pi = -0.1 0.05 eV
two-hole states diagonalized = 66
ions of the test clusters at x = -0.7 and 0.7 (ideal M-L distance = 1)
seed ligand 1 position = 0.20 0.70 0.35
seed ligand 2 position = -0.30 0.30 0.85
D components (along AB, then two perpendicular axes), meV:
  no symmetry: 0.0830 0.1483 0.0780
  1 inversion: 0.0000 0.0000 0.0000
  2 mirror perp. to AB: 0.0000 0.2019 2.1635
  3 mirror with AB, normal z: 0.0000 0.0000 1.5918
  4 twofold axis z: 0.4174 1.9470 0.0000
  5 twofold axis AB: 1.9424 0.0000 0.0000
  5 threefold axis AB: -0.1648 0.0000 0.0000
  two mirrors containing AB: 0.0000 0.0000 0.0000
ideal isolated pair: operations 8, constants 3
strained pair: operations 4, constants 4
ideal pair in honeycomb: operations 4, constants 4
constants with inversion only = 6
constants with twofold bond axis only = 5
constants with free spin rotation = 1
trigonal strain along [111]: J, K, Gamma, Gamma-prime in meV
  strain +0.00: 0.1523 -0.5357 0.9144 0.0000
  strain -0.02: 0.1381 -0.7823 0.8563 0.0206
  strain -0.05: 0.1158 -1.1534 0.7335 0.0667
  strain +0.05: 0.1911 0.0443 0.9917 -0.0221
strain -0.05: J K Gamma Gamma-prime = 4.257 -42.386 26.957 2.449 microhartree
matrix M_Z at strain -0.05, meV:
  0.1158 0.7335 0.0667
  0.7335 0.1158 0.0667
  0.0667 0.0667 -1.0376
principal values (bond axis first) = -0.6177 0.8541 -1.0422 meV
singlet level from the constants = 0.2015 meV
triplet levels in the same axis order = 0.1074 -0.6285 0.3197 meV
exact pair levels about their mean = -0.6285 0.1074 0.2015 0.3197 meV
shared-ligand shift along bond = 0.05 (ideal M-L distance = 1)
D along bond, shifted without strain = 0.000000 meV
D along bond, shifted with strain -0.05 = 0.002694 meV
D in cubic axes, same cluster = 0.001905 -0.001905 0.000000 meV
\end{verbatim}
